# Electronegativity after diluting the attaching gas in a recombination-controlled plasma

**Question**

I am stuck on an exercise about electronegative plasmas. A plasma makes its negative ions by electron attachment and loses them by recombination with positive ions. Its electronegativity, the ratio of negative-ion density to electron density, is 9. The attaching gas is then diluted tenfold, while the electron density and the rate coefficients stay fixed. I am asked to show that the electronegativity falls to 2.5, and not to 0.9.

My reasoning gives 0.9. Each electron now meets one tenth as many attaching molecules, so negative ions are produced at one tenth of the old rate. The number of electrons has not changed. Why is the negative-ion density not simply ten times smaller? And would 0.9 ever be the right answer?

**Answer**

Your statement about production is right: it does fall tenfold. The missing piece is the loss. A negative ion recombines with a positive ion, and the positive-ion density also changes when the gas is diluted. Each remaining negative ion therefore lives longer than before, which makes up for part of the lost production.

**The balance**

Let $n_e$, $n_+$ and $n_-$ be the densities of electrons, positive ions and negative ions, and $n_g$ the density of molecules that can attach an electron. I take a spatially uniform plasma with singly charged ions. With attachment coefficient $k_a$ and recombination coefficient $k_r$,

$$
\frac{dn_-}{dt}=k_a n_g n_e-k_r n_+n_- .
$$

In the steady state the two terms are equal:

$$
k_a n_g n_e=k_r n_+n_- .
$$

Define $\alpha=n_-/n_e$, so that $n_-=\alpha n_e$. The plasma is quasineutral, meaning that positive and negative charge balance:

$$
n_+=n_e+n_-=(1+\alpha)n_e .
$$

Substitute both densities into the steady balance:

$$
k_a n_g n_e=k_r(1+\alpha)n_e\,\alpha n_e .
$$

Dividing by $k_r n_e^2$ gives

$$
\alpha(1+\alpha)=K,\qquad K=\frac{k_a n_g}{k_r n_e}. \tag{1}
$$

The quantity proportional to gas density is thus $\alpha(1+\alpha)$, not $\alpha$. The factor $\alpha$ counts the negative ions, and the factor $1+\alpha$ counts their recombination partners, both per electron.

**The tenfold dilution**

Before dilution, $K=9(1+9)=90$. Since $k_a$, $k_r$ and $n_e$ are held fixed, a tenfold reduction of $n_g$ gives $K'=9$. The new electronegativity $\alpha'$ obeys

$$
\alpha'^2+\alpha'=9 .
$$

Add $1/4$ to both sides to complete the square:

$$
\left(\alpha'+\frac12\right)^2=\frac{37}{4}.
$$

A ratio of densities cannot be negative, so we take the positive square root:

$$
\alpha'=\frac{\sqrt{37}-1}{2}\approx2.54 .
$$

This is the 2.5 of the exercise. The same steps for a dilution factor $D$ start from $\alpha'^2+\alpha'=\alpha(1+\alpha)/D$ and give

$$
\alpha'=\frac{-1+\sqrt{1+4\alpha(1+\alpha)/D}}{2}. \tag{2}
$$

**What goes wrong at 0.9**

Suppose the plasma did reach $\alpha=0.9$. Dividing the first rate equation by the fixed $n_e$ and using quasineutrality gives

$$
\frac{d\alpha}{dt}=k_r n_e\left[K'-\alpha(1+\alpha)\right].
$$

The bracket would be $9-0.9\times1.9=9-1.71=7.29$, which is positive. Attachment would exceed recombination by a factor $9/1.71=5.26$, and negative ions would accumulate. At the old value, $\alpha=9$, the bracket is $9-90=-81$, so there $\alpha$ falls. The bracket changes sign at $\alpha'=2.54$, and the plasma settles there from either side.

To bring this plasma down to 0.9 you would need $K'=1.71$, and hence a dilution by $90/1.71\approx53$ instead of 10.

**Numbers for a discharge**

Take round parameters in the rough range of a low-pressure inductive discharge for halogen etching: pressure 0.02 Torr, gas temperature 500 K, $n_e=10^{10}\ \mathrm{cm^{-3}}$ and $k_r=5\times10^{-8}\ \mathrm{cm^3/s}$. The gas is at first entirely attaching. It is then diluted with an inert gas at the same total pressure and temperature.

The ideal-gas law gives $n_g=3.863\times10^{14}\ \mathrm{cm^{-3}}$ before dilution. The attachment coefficient that produces $\alpha=9$ follows from the definition of $K$:

$$
k_a=\frac{Kk_r n_e}{n_g}
=\frac{90\,(5\times10^{-8})(10^{10})}{3.863\times10^{14}}
\approx1.2\times10^{-10}\ \mathrm{cm^3/s}.
$$

The ion densities, in $\mathrm{cm^{-3}}$, are:

| | Before | After |
|---|---:|---:|
| $n_-$ | $9.00\times10^{10}$ | $2.54\times10^{10}$ |
| $n_+$ | $1.00\times10^{11}$ | $3.54\times10^{10}$ |

The negative-ion density falls by a factor 3.54 and the positive-ion density by a factor 2.82. Their product falls by $3.54\times2.82\approx10$, as the tenfold drop in attachment requires. Your estimate put the whole factor of ten into $n_-$ and left $n_+$ unchanged.

**Two limits, and the range between them**

If $\alpha\ll1$, then $1+\alpha\approx1$ and equation (1) becomes $\alpha\approx K$. Nearly all the negative charge is carried by electrons, so at fixed $n_e$ the positive-ion density hardly changes. Your proportional rule then works.

If $\alpha\gg1$ both before and after dilution, then $\alpha^2\approx K$ and $\alpha'\approx\alpha/\sqrt D$. For our numbers this would give $9/\sqrt{10}=2.85$. That is closer than 0.9 but still too high, because the 1 in $1+\alpha$ is not negligible near $\alpha=2.5$.

For any $D>1$ the true answer lies between the two rules. Put each into the function $x(1+x)$, which increases for $x>0$, and compare with the required value $\alpha/D+\alpha^2/D$:

$$
\frac{\alpha}{D}\left(1+\frac{\alpha}{D}\right)
=\frac{\alpha}{D}+\frac{\alpha^2}{D^2}
<\frac{\alpha}{D}+\frac{\alpha^2}{D},
$$

$$
\frac{\alpha}{\sqrt D}\left(1+\frac{\alpha}{\sqrt D}\right)
=\frac{\alpha}{\sqrt D}+\frac{\alpha^2}{D}
>\frac{\alpha}{D}+\frac{\alpha^2}{D}.
$$

The first trial value is too small and the second too large, so $\alpha/D<\alpha'<\alpha/\sqrt D$.

For a small change of gas density, take the logarithm of equation (1), $\ln K=\ln\alpha+\ln(1+\alpha)$, and differentiate:

$$
d\ln K=\left(1+\frac{\alpha}{1+\alpha}\right)d\ln\alpha
=\frac{1+2\alpha}{1+\alpha}\,d\ln\alpha .
$$

With the other quantities fixed, $d\ln K=d\ln n_g$, so

$$
\frac{d\ln\alpha}{d\ln n_g}=\frac{1+\alpha}{1+2\alpha}.
$$

This local exponent is 0.53 at $\alpha=9$ and 0.58 at $\alpha=2.54$. The whole dilution therefore takes place much nearer to the square-root rule than to the proportional one.

**What "fixed electron density" requires**

Diluting the gas reduces the loss of electrons by attachment, so something must stop $n_e$ from rising. Let $\nu_i$ be the ionization frequency per electron, and $\nu_w$ the frequency of electron loss to the wall. A steady electron density requires

$$
\nu_i=k_a n_g+\nu_w .
$$

Positive ions reach the wall at the same total rate as electrons, if negative ions do not reach it. Their steady balance is

$$
\nu_i n_e=k_r n_+n_-+\nu_w n_e .
$$

Insert $\nu_i$ from the line above. The wall terms cancel, and the negative-ion balance returns. Wall loss of this kind changes the ionization that is needed but leaves $\alpha$ alone.

Take the rough value $\nu_w=1.5\times10^4\ \mathrm{s^{-1}}$ and, for simplicity, keep it the same after dilution. The attachment frequency $k_a n_g$ falls from $4.5\times10^4$ to $4.5\times10^3\ \mathrm{s^{-1}}$. The required $\nu_i$ falls from $6.0\times10^4$ to $1.95\times10^4\ \mathrm{s^{-1}}$. In a steady discharge the electron temperature settles so that $\nu_i$ meets this balance, while the source power has to be adjusted to hold $n_e$ at its set value. The "fixed rate coefficients" of the exercise are therefore those of attachment and recombination; ionization must be free to adjust.

I also integrated the three rate equations in time, starting at $\alpha=9$ with the diluted gas and adjusting $\nu_i$ to bring $n_e$ back to its set value. The final electronegativity was 2.54, both with this wall loss and with none.

**When 0.9 is right**

Suppose negative ions also disappear at a rate $\nu_1n_-$, with $\nu_1$ unaffected by the dilution. Dividing this extra loss by $k_r n_e^2$, as before, adds $\delta\alpha$ to the balance:

$$
\alpha(1+\delta+\alpha)=K,\qquad \delta=\frac{\nu_1}{k_r n_e}. \tag{3}
$$

If $\delta\gg1+\alpha$ before dilution, the extra loss dominates. Then $\alpha\approx K/\delta$, and the result of a tenfold dilution approaches 0.9. In our example $k_r n_e=500\ \mathrm{s^{-1}}$, so this needs $\nu_1$ much greater than $10\times500=5000\ \mathrm{s^{-1}}$. The approach is slow: at ten times that value, $\delta=100$, equation (3) gives $\alpha'^2+101\alpha'=99$ and $\alpha'=0.97$.

One such loss is detachment by electron impact, which has a fixed frequency when both $n_e$ and the detachment coefficient are fixed. A rough coefficient of $10^{-8}\ \mathrm{cm^3/s}$ gives $\nu_1=100\ \mathrm{s^{-1}}$ and $\delta=0.2$. Keep the initial value at 9 by making $K=9(10.2)=91.8$, which needs a slightly larger $k_a$. After dilution,

$$
\alpha'^2+1.2\alpha'=9.18,\qquad
\alpha'=-0.6+\sqrt{0.36+9.18}\approx2.49 .
$$

The answer hardly moves. To bring it down to 2.0, again starting from 9, equation (3) requires

$$
\frac{9(10+\delta)}{10}=2(3+\delta).
$$

Hence $9+0.9\delta=6+2\delta$, so $\delta=3/1.1=2.73$ and $\nu_1\approx1360\ \mathrm{s^{-1}}$.

Escape of negative ions to the wall would be another such loss, but the plasma potential holds them back. For ions at the gas temperature, 0.043 eV, and a barrier of 3 eV, equal to the assumed initial electron temperature, the Boltzmann factor $e^{-3/0.043}$ is of order $10^{-30}$. This escape is negligible while such a barrier is present.

**How far to trust 2.5 in a real reactor**

The chosen pressure and coefficients are of a plausible order for inductive halogen etching, while the electron density is towards the low end for such sources. One assumption open to doubt, besides the neglect of first-order losses discussed above, is that $K$ falls by exactly the factor set on the gas supply. Dilution can change the fraction of molecules that are dissociated, the mixture of ions and the electron temperature. If these changes halve $K'$ to 4.5, equation (1) gives $\alpha'=1.7$; if they double it to 18, it gives 3.8. These are sensitivity cases, not predictions for a particular reactor.

The electron temperature can shift noticeably. Assume that the total gas density is fixed, that the mixture keeps the same ionization prefactor, and that $\nu_i\propto e^{-E_i/T_e}$ with $E_i=14$ eV and $T_e$ in eV. Taking the logarithm of the ratio of the two ionization frequencies gives

$$
\frac1{T_e'}=\frac1{T_e}+\frac{1}{E_i}\ln\frac{\nu_i}{\nu_i'}
=\frac13+\frac{\ln(6.0/1.95)}{14},
$$

so $T_e'\approx2.4$ eV, down from 3 eV. This estimate keeps $\nu_w$ fixed. If $\nu_w$ instead fell in proportion to the positive-ion density, $\nu_i'$ would be about $9.8\times10^3\ \mathrm{s^{-1}}$ and $T_e'$ about 2.2 eV. Both estimates treat the diluent as ionizing just like the halogen, which a real inert gas does not. Argon (15.8 eV) and helium (24.6 eV) are harder to ionize than chlorine (11.5 eV), so replacing nine tenths of the halogen lowers the ionization frequency at a given $T_e$. With typical rate coefficients this outweighs the threefold drop in the required $\nu_i$, and $T_e$ rises by a few tenths of an eV instead of falling. The starting value of 3 eV is also only assumed: typical chlorine rates at this gas density would supply $6\times10^4\ \mathrm{s^{-1}}$ nearer 2 eV. Fixed $k_a$ and $k_r$ are thus an idealization, whose effect on $\alpha'$ depends on how those coefficients vary with temperature.

Nonuniformity matters little if the profile keeps its shape, and more if it does not. Between two plates, let $n_e$ and the coefficients be uniform and let $\alpha$ have the profile $1-x^2$, with $x$ running from 0 at the centre to 1 at a plate. The mean of $1-x^2$ is $2/3$ and the mean of its square is $8/15$, so $\langle\alpha^2\rangle=\frac{8/15}{4/9}\langle\alpha\rangle^2=1.2\langle\alpha\rangle^2$. With no negative-ion flux to the plates, averaging the balance gives

$$
\langle\alpha\rangle+1.2\langle\alpha\rangle^2=\langle K\rangle .
$$

For an initial mean of 9 the left side is $9+97.2=106.2$. After dilution it must be 10.62. If the profile keeps its shape, the positive root is $\langle\alpha\rangle'=2.59$, still close to 2.5. In a real discharge the shape tends to change: as $\alpha$ falls, the negative ions retreat into a central core surrounded by an edge region nearly free of them. If the same parabola fills only a fraction $f$ of the gap, the factor 1.2 becomes $1.2/f$. For $f=0.6$ after dilution, $\langle\alpha\rangle+2\langle\alpha\rangle^2=10.62$ gives $\langle\alpha\rangle'=2.07$, noticeably below 2.5 though still far above 0.9. The numerical check computes the main results quoted here.

## Computed values

```
Initial electronegativity: 9.0 (no unit)
Dilution factor: 10.0 (no unit)
Total pressure: 0.020 Torr
Attaching-gas pressure after: 0.0020 Torr
Gas temperature: 500 K
Electron temperature, initial: 3.00 eV
Electron density: 1.00e+10 cm^-3
Attaching-gas density before: 3.863e+14 cm^-3
Attaching-gas density after: 3.863e+13 cm^-3
Recombination coefficient: 5.00e-08 cm^3/s
Implied attachment coefficient: 1.165e-10 cm^3/s
K before: 90.000 (no unit)
K after: 9.000 (no unit)
New electronegativity, formula: 2.5414 (no unit)
New electronegativity, time evolution: 2.5414 (no unit)
Same without wall loss: 2.5414 (no unit)
Linear guess: 0.9000 (no unit)
Square-root guess: 2.8460 (no unit)
Negative-ion density before: 9.000e+10 cm^-3
Negative-ion density after: 2.541e+10 cm^-3
Positive-ion density before: 1.000e+11 cm^-3
Positive-ion density after: 3.541e+10 cm^-3
Negative-ion reduction factor: 3.541 (no unit)
Positive-ion reduction factor: 2.824 (no unit)
Attachment/recombination at linear guess: 5.263 (no unit)
Dilution needed for linear guess: 52.63 (no unit)
Attachment frequency before: 4.500e+04 s^-1
Attachment frequency after: 4.500e+03 s^-1
Wall-loss frequency per electron: 1.500e+04 s^-1
Ionization frequency before: 6.000e+04 s^-1
Ionization frequency after: 1.950e+04 s^-1
Local exponent before: 0.5263 (no unit)
Local exponent after: 0.5822 (no unit)
Result with dominant first-order loss: 0.9000 (no unit)
Electron-detachment coefficient: 1.00e-08 cm^3/s
Electron-detachment frequency: 100.00 s^-1
New alpha with electron detachment: 2.4887 (no unit)
First-order loss giving new alpha 2: 1363.6 s^-1
Parabolic-profile factor: 1.2000 (no unit)
New mean alpha with profile: 2.5873 (no unit)
New alpha if K after is halved: 1.6794 (no unit)
New alpha if K after is doubled: 3.7720 (no unit)
Effective ionization energy: 14.0 eV
Estimated electron temperature after: 2.42 eV
Negative-ion temperature: 0.0431 eV
Negative-ion wall escape factor: 5.77e-31 (no unit)
```
